# Upwind cells as stirred tanks: numerical mixing in plug-flow deposition: verification in Python

```python
"""
Result under test: implicit upwind cells for steady plug flow with first-order
wall deposition equal N equal stirred tanks in series:
    c_i / c_0 = (1 + Da/N)**(-i),   numerical axial diffusivity = u*h/2.
Symbols: u gas speed, L tube length, R tube radius, h = L/N cell length,
k wall rate constant, Da = 2*k*L/(R*u), tau = L/u residence time,
Pe = u*L/D axial Peclet number. Dimensionless tests use tau = 1 and c_0 = 1.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, simpson, solve_bvp, solve_ivp
from scipy.linalg import expm, solve_banded


def upwind_cells(N, Da):
    """Solve the implicit finite-volume balances on N cells."""
    bands = np.zeros((2, N))
    bands[0, :] = N + Da
    bands[1, :-1] = -N
    source = np.zeros(N)
    source[0] = N
    return solve_banded((1, 0), bands, source)


def upstream_sink_cells(N, Da):
    """Same transport, but the sink uses the upstream concentration."""
    bands = np.zeros((2, N))
    bands[0, :] = N
    bands[1, :-1] = -N + Da
    source = np.zeros(N)
    source[0] = N - Da
    return solve_banded((1, 0), bands, source)


def closed_dispersion_exit(Da, Pe):
    """Exit fraction for axial diffusion with closed-vessel boundaries."""
    Da, Pe = mp.mpf(Da), mp.mpf(Pe)
    a = mp.sqrt(1 + 4*Da/Pe)
    return (4*a*mp.exp(Pe*(1 - a)/2)
            / ((1 + a)**2 - (1 - a)**2*mp.exp(-a*Pe)))


# Example inputs; gas and surface properties are rough typical values.
T = 893.0                 # K
P_torr = 5.0              # Torr
R = 0.5                   # cm
L = 100.0                 # cm
flow_sccm = 10.0          # standard cm3/min at 273.15 K and 1 atm
silane_fraction = 0.01
k = 0.4                   # cm/s
D_reference = 0.15        # cm2/s at 300 K and 1 atm
viscosity = 3.8e-5        # Pa s
half_saturation = 0.5     # Torr
gas_rate = 0.1            # 1/s
activation = 1.7          # eV
silicon_density = 2.33    # g/cm3
silicon_molar_mass = 28.0855  # g/mol

P = P_torr*sc.torr
u = flow_sccm/60*(sc.atm/P)*(T/273.15)/(math.pi*R**2)
tau = L/u
Da = 2*k*L/(R*u)
plug = math.exp(-Da)

# Plug-flow solution against direct integration of the differential equation.
ode = solve_ivp(lambda z, y: -Da*y, (0, 1), [1.0], rtol=1e-10, atol=1e-12)
assert abs(ode.y[0, -1] - plug) < 1e-8

# Cell solution against averages over exponential residence times in tanks.
for N in (1, 2, 7, 40):
    for test_Da in (0.3, Da, 8.0):
        survival = quad(lambda s: math.exp(-s*(1 + test_Da/N)),
                        0, np.inf, epsabs=1e-12, epsrel=1e-12)[0]
        tanks = survival**np.arange(1, N + 1)
        cells = upwind_cells(N, test_Da)
        assert np.allclose(cells, tanks, rtol=1e-8, atol=1e-13)
        assert np.all(cells > 0)
        assert abs(test_Da*cells.sum()/N - (1 - cells[-1])) < 1e-11

# Tracer pulse through the time-dependent cells, computed by propagation.
N_tracer = 10
transport = N_tracer*(-np.eye(N_tracer) + np.eye(N_tracer, k=-1))
times = np.linspace(0, 8, 1601)
step = expm(transport*(times[1] - times[0]))
state = np.zeros(N_tracer)
state[0] = N_tracer
response = []
for t in times:
    response.append(state[-1])
    state = step @ state
response = np.array(response)
erlang = (N_tracer**N_tracer*times**(N_tracer - 1)
          * np.exp(-N_tracer*times)/math.factorial(N_tracer - 1))
assert np.max(np.abs(response - erlang)) < 1e-9
tracer_mean = simpson(times*response, x=times)
tracer_variance = simpson((times - tracer_mean)**2*response, x=times)
assert abs(simpson(response, x=times) - 1) < 1e-7
assert abs(tracer_mean - 1) < 1e-7
assert abs(tracer_variance - 1/N_tracer) < 1e-7
survivors = simpson(np.exp(-Da*times)*response, x=times)
assert abs(survivors - upwind_cells(N_tracer, Da)[-1]) < 1e-7

# Numerical diffusivity from spatial pulse spreading with u = h = 1.
M = 120
long_grid = -np.eye(M) + np.eye(M, k=-1)
pulse = np.zeros(M)
pulse[10] = 1
elapsed = 30.0
pulse = expm(long_grid*elapsed) @ pulse
positions = np.arange(M)
center = positions @ pulse
D_measured = ((positions - center)**2 @ pulse)/(2*elapsed)
assert abs(center - 10 - elapsed) < 1e-8
assert abs(D_measured - 0.5) < 1e-8

# Closed-vessel dispersion formula against a boundary-value solution.
Pe_test = 20.0
mesh = np.linspace(0, 1, 101)
guess = np.vstack((np.exp(-Da*mesh), -Da*np.exp(-Da*mesh)))
bvp = solve_bvp(
    lambda z, y: np.vstack((y[1], Pe_test*(y[1] + Da*y[0]))),
    lambda left, right: np.array([left[0] - left[1]/Pe_test - 1, right[1]]),
    mesh, guess, tol=1e-7, max_nodes=20000)
assert bvp.success
assert abs(bvp.y[0, -1] - float(closed_dispersion_exit(Da, Pe_test))) < 1e-6

# Tanks and diffusion agree at first order but differ at second order.
mp.mp.dps = 45
N_large = 10000
log_difference = (-N_large*mp.log(1 + mp.mpf(Da)/N_large)
                  - mp.log(closed_dispersion_exit(Da, 2*N_large)))
second_order = Da**3/6 + Da**2/4
assert abs(float(log_difference*N_large**2)/second_order - 1) < 2e-3

# First-order exit errors and the contrasting upstream sink.
N_fine = 2000
implicit_error = upwind_cells(N_fine, Da)[-1]/plug - 1
upstream_error = upstream_sink_cells(N_fine, Da)[-1]/plug - 1
assert abs(implicit_error*N_fine/(Da**2/2) - 1) < 2e-3
assert abs(upstream_error*N_fine/(-Da**2/2) - 1) < 3e-3
assert upstream_sink_cells(3, 4.0)[-1] < 0
exits = np.array([upwind_cells(N, Da)[-1] for N in range(1, 301)])
assert np.all(np.diff(exits) < 0) and np.all(exits > plug)


def deposit_ratio(N):
    """Cell deposition divided by the exact plug-flow cell average."""
    edges = np.linspace(0, 1, N + 1)
    exact = np.array([quad(lambda z: math.exp(-Da*z), a, b)[0]*N
                      for a, b in zip(edges[:-1], edges[1:])])
    return upwind_cells(N, Da)/exact


# Deposition error changes sign near one depletion length.
assert Da > 1
ratio_fine = deposit_ratio(400)
crossing = (np.argmax(ratio_fine > 1) + 1)*Da/400
assert ratio_fine[0] < 1 < ratio_fine[-1]
assert abs(crossing - 1) < 3*Da/400


def extrapolated_exit(N):
    return 2*upwind_cells(2*N, Da)[-1] - upwind_cells(N, Da)[-1]


error_ratio = ((extrapolated_exit(200) - plug)
               / (extrapolated_exit(400) - plug))
assert abs(error_ratio - 4) < 0.08

# Taylor dispersion coefficient from the radial velocity deviation.
def radial_flux(r):
    return quad(lambda s: (1 - 2*s*s)*s, 0, r)[0]


taylor_factor = 2*quad(lambda r: radial_flux(r)**2/r if r else 0, 0, 1)[0]
assert abs(taylor_factor - 1/48) < 1e-9

# Physical scales and neglected effects.
D = D_reference*(T/300)**1.75*(sc.atm/P)
taylor_increase = taylor_factor*(u*R/D)**2
D_axial = D*(1 + taylor_increase)
Pe = u*L/D_axial
N_match = max(1, round(Pe/2))
diffusive_exit = float(closed_dispersion_exit(Da, Pe))
silane_density = silane_fraction*P/(sc.k*T)*1e-6
silicon_atoms = silicon_density*sc.N_A/silicon_molar_mass
growth_inlet = k*silane_density/silicon_atoms*1e7*60
silane_mass = (silicon_molar_mass + 4*1.008)*sc.atomic_mass
thermal_speed = 100*math.sqrt(8*sc.k*T/(math.pi*silane_mass))
sticking = 4*k/thermal_speed
pressure_drop = 8*viscosity*(u/100)*(L/100)/(R/100)**2
nitrogen_mass = 28.014*sc.atomic_mass
free_path = viscosity/P*math.sqrt(math.pi*sc.k*T/(2*nitrogen_mass))
saturation = silane_fraction*P_torr/half_saturation
saturated = solve_ivp(lambda z, y: -Da*y/(1 + saturation*y),
                      (0, 1), [1.0], rtol=1e-9, atol=1e-11).y[0, -1]
k_ratio = math.exp(activation*sc.e/sc.k*(1/T - 1/(T + 1)))
N_one_percent = next(N for N in range(1, 1000)
                     if upwind_cells(N, Da)[-1]/plug - 1 <= 0.01)
ratio_ten = deposit_ratio(10)

print(f"Temperature: {T:.0f} K; pressure: {P_torr:.1f} Torr")
print(f"Tube radius: {R:.2f} cm; length: {L:.0f} cm")
print(f"Total flow: {flow_sccm:.1f} sccm; silane: {100*silane_fraction:.1f} %")
print(f"Rough wall rate constant: {k:.2f} cm/s")
print(f"Rough diffusivity at 300 K, 1 atm: {D_reference:.2f} cm2/s")
print(f"Rough gas viscosity: {viscosity:.1e} Pa s")
print(f"Silicon density input: {silicon_density:.2f} g/cm3")
print(f"Gas speed: {u:.2f} cm/s")
print(f"Residence time: {tau:.4f} s")
print(f"Wall loss rate 2k/R: {2*k/R:.3f} 1/s")
print(f"Damkohler number: {Da:.4f} (dimensionless)")
print(f"Reactive sticking probability: {sticking:.2e} (dimensionless)")
print(f"Inlet silane density: {silane_density:.3e} 1/cm3")
print(f"Silicon atom density: {silicon_atoms:.3e} 1/cm3")
print(f"Plug-flow exit fraction: {plug:.5f} (dimensionless)")
print(f"Plug-flow deposited fraction: {100*(1-plug):.2f} %")
print(f"Growth rate at inlet: {growth_inlet:.3f} nm/min")
print(f"Plug-flow growth rate at exit: {growth_inlet*plug:.3f} nm/min")
for N in sorted({1, 5, 10, N_match, 100, 1000}):
    exit_fraction = upwind_cells(N, Da)[-1]
    excess = 100*(exit_fraction/plug - 1)
    print(f"N={N}: exit {exit_fraction:.5f}; excess {excess:.3f} %; "
          f"D_num {u*L/(2*N):.2f} cm2/s")
print(f"N=10 factor per cell: {1/(1+Da/10):.5f} (dimensionless)")
print(f"N=10 tracer standard deviation: {tau*math.sqrt(tracer_variance):.4f} s")
print(f"N=10 first-cell deposit / exact: {ratio_ten[0]:.4f}")
print(f"N=10 last-cell deposit / exact: {ratio_ten[-1]:.4f}")
print(f"Deposition error crossover L/Da: {L/Da:.2f} cm")
print(f"N=10 upstream-sink exit: {upstream_sink_cells(10, Da)[-1]:.5f}")
print(f"N=10,20 extrapolated exit: {extrapolated_exit(10):.5f}")
print(f"Leading estimate of N for 1% exit error: {Da**2/0.02:.1f}")
print(f"Smallest N for 1% exit error: {N_one_percent}")
print(f"Molecular diffusivity in reactor: {D:.2f} cm2/s")
print(f"Taylor increase of diffusivity: {100*taylor_increase:.3f} %")
print(f"Physical axial Peclet number: {Pe:.2f} (dimensionless)")
print(f"Cells matching physical mixing: {N_match}")
print(f"Exit with physical axial dispersion: {diffusive_exit:.5f}")
print(f"Axial dispersion exit change: {100*(diffusive_exit/plug-1):.2f} %")
print(f"Radial depletion scale kR/D: {100*k*R/D:.3f} %")
print(f"Gas expansion at exit: {100*silane_fraction*(1-plug):.3f} %")
print(f"Pressure drop: {pressure_drop/sc.torr:.4f} Torr")
print(f"Pressure drop / pressure: {100*pressure_drop/P:.2f} %")
print(f"Mean free path / radius: {100*free_path/(R/100):.2f} %")
print(f"Rough half-saturation pressure: {half_saturation:.2f} Torr")
print(f"Surface saturation exit change: {100*(saturated/plug-1):.2f} %")
print(f"Rough gas-phase loss constant: {gas_rate:.2f} 1/s")
print(f"Gas-phase loss exit change: {100*(math.exp(-gas_rate*tau)-1):.2f} %")
print(f"Rough activation energy: {activation:.2f} eV")
print(f"Wall-rate change for +1 K: {100*(k_ratio-1):.2f} %")
print(f"Exit change for +1 K: {100*(math.exp(-Da*(k_ratio-1))-1):.2f} %")
print("verified")
```

It prints:

```
Temperature: 893 K; pressure: 5.0 Torr
Tube radius: 0.50 cm; length: 100 cm
Total flow: 10.0 sccm; silane: 1.0 %
Rough wall rate constant: 0.40 cm/s
Rough diffusivity at 300 K, 1 atm: 0.15 cm2/s
Rough gas viscosity: 3.8e-05 Pa s
Silicon density input: 2.33 g/cm3
Gas speed: 105.45 cm/s
Residence time: 0.9483 s
Wall loss rate 2k/R: 1.600 1/s
Damkohler number: 1.5173 (dimensionless)
Reactive sticking probability: 2.09e-05 (dimensionless)
Inlet silane density: 5.407e+14 1/cm3
Silicon atom density: 4.996e+22 1/cm3
Plug-flow exit fraction: 0.21931 (dimensionless)
Plug-flow deposited fraction: 78.07 %
Growth rate at inlet: 2.597 nm/min
Plug-flow growth rate at exit: 0.570 nm/min
N=1: exit 0.39725; excess 81.141 %; D_num 5272.57 cm2/s
N=5: exit 0.26578; excess 21.190 %; D_num 1054.51 cm2/s
N=10: exit 0.24350; excess 11.032 %; D_num 527.26 cm2/s
N=34: exit 0.22664; excess 3.343 %; D_num 155.08 cm2/s
N=100: exit 0.22182; excess 1.146 %; D_num 52.73 cm2/s
N=1000: exit 0.21956; excess 0.115 %; D_num 5.27 cm2/s
N=10 factor per cell: 0.86826 (dimensionless)
N=10 tracer standard deviation: 0.2999 s
N=10 first-cell deposit / exact: 0.9358
N=10 last-cell deposit / exact: 1.0282
Deposition error crossover L/Da: 65.91 cm
N=10 upstream-sink exit: 0.19291
N=10,20 extrapolated exit: 0.21982
Leading estimate of N for 1% exit error: 115.1
Smallest N for 1% exit error: 115
Molecular diffusivity in reactor: 153.80 cm2/s
Taylor increase of diffusivity: 0.245 %
Physical axial Peclet number: 68.40 (dimensionless)
Cells matching physical mixing: 34
Exit with physical axial dispersion: 0.22639
Axial dispersion exit change: 3.23 %
Radial depletion scale kR/D: 0.130 %
Gas expansion at exit: 0.781 %
Pressure drop: 0.0962 Torr
Pressure drop / pressure: 1.92 %
Mean free path / radius: 0.74 %
Rough half-saturation pressure: 0.50 Torr
Surface saturation exit change: 7.93 %
Rough gas-phase loss constant: 0.10 1/s
Gas-phase loss exit change: -9.05 %
Rough activation energy: 1.70 eV
Wall-rate change for +1 K: 2.50 %
Exit change for +1 K: -3.72 %
verified
```
